The low-field quadratic limit of weak-localization magnetoconductance in two dimensions

**1. Ten milliohms in a fifth of a millitesla**

Take an electron layer with a sheet resistance of 780 Ω at 2 K and apply a perpendicular field of 0.20 mT. For the model silicon layer worked out below, theory predicts that the resistance falls by about 10 mΩ. The conductance rises by 17 nS. Classical bending of the electron paths would change the longitudinal conductance in the opposite direction, and by about ten thousand times less.

The rise comes from quantum interference. At low field it is quadratic, and its coefficient is 1/24 when the field and the conductance are measured in their natural units. These notes derive that coefficient, find how far the quadratic law may be trusted, and use it to measure a phase-coherence length.

**2. Model and conventions**

The conductor is a two-dimensional metal with diffusion constant D, elastic scattering time τ and dephasing time τφ. The conditions are:

- k_F l ≫ 1, where l is the mean free path, so the leading interference correction suffices;
- τ ≪ τφ, so motion is diffusive over the coherence time;
- no spin-orbit and no magnetic scattering;
- spin degeneracy two and, if the band has several valleys, mixing between them in a time much shorter than τφ.

SI units are used, e is positive, and σ is the sheet conductance. Define

Lφ² = Dτφ
Bφ = ħ/(4eLφ²)
Be = ħ/(4eDτ)
G₀ = e²/(2π²ħ)
x = Bφ/B, with B > 0.

The field must satisfy B ≪ Be. The result to be expanded is the Hikami-Larkin-Nagaoka expression without spin-orbit scattering,

Δσ(B) = σ(B) − σ(0) = G₀F(x)
F(x) = ψ(1/2 + x) − ln x,

where ψ is the digamma function. Low field means large x.

**3. Where the digamma function comes from**

An electron can travel around a closed diffusive path in either direction. Without a field the two amplitudes are equal and interfere constructively, which favours return and lowers the conductance. The starting point is the standard leading-order correction

δσ = −(2e²D/πħ) C(r,r),

where the Cooperon C obeys

[D(−i∇ + 2eA/ħ)² + 1/τφ] C(r,r′) = δ(r − r′).

The charge is 2e because the two directions acquire opposite magnetic phases, and their difference counts the flux twice.

First set B = 0. In plane waves,

C = ∫ d²q/(2π)² · 1/(Dq² + 1/τφ)
= (1/4π) ∫ d(q²)/(Dq² + 1/τφ).

Diffusion fails at Dq² ≈ 1/τ. Cutting the integral there gives C ≈ ln(τφ/τ)/(4πD) for τ ≪ τφ, and

δσ(0) = −(2e²D/πħ) · ln(τφ/τ)/(4πD) = −G₀ ln(τφ/τ).

So G₀ is the prefactor of the logarithm.

Now switch on the field and write b = 2eB/ħ. The two components of −i∇ + 2eA/ħ have a commutator of magnitude b, as for a charged particle in a field. The square therefore has Landau levels 2b(n + 1/2), with n = 0, 1, 2, …, each holding b/(2π) states per unit area. Hence

C = (b/2π) Σ 1/[2bD(n + 1/2) + 1/τφ]
= (1/4πD) Σ 1/(n + 1/2 + x),

because 1/(2bDτφ) = ħ/(4eBDτφ) = x.

The zero-field integral takes a matching form with q² = 2bu:

C₀ = (1/4πD) ∫ du/(u + x).

The cell n < u < n + 1 contains as many zero-field states as level n holds, so the same cutoff N applies to the sum and the integral. Since (2e²D/πħ)/(4πD) = G₀, and since δσ carries a minus sign,

Δσ/G₀ = ∫₀ᴺ du/(u + x) − Σ 1/(n + 1/2 + x), n from 0 to N − 1.

The recurrence ψ(z + 1) = ψ(z) + 1/z turns the sum into ψ(N + 1/2 + x) − ψ(1/2 + x). The integral is ln(N + x) − ln x. As N grows, ψ(N + 1/2 + x) − ln(N + x) tends to zero, leaving

Δσ/G₀ = ψ(1/2 + x) − ln x.

Taking N to infinity is justified because N is about Be/B, which is large. At x = 1 the explicit sum and the digamma formula both give 0.03648997.

**4. The coefficient as an error of the midpoint rule**

The last difference compares an integral with its midpoint estimate. The integrand f(u) = 1/(u + x) is convex. Over each cell it lies above its tangent at the midpoint, and the integral of that tangent equals the midpoint value. Each cell therefore contributes a positive amount, so F > 0 at every nonzero field within this model.

For large x, f varies little over a cell. Put u = n + 1/2 + v and expand. The linear term integrates to zero, and

∫ f du − f(n + 1/2) ≈ (f″/2) ∫ v² dv = (f″/2)(1/12) = f″/24,

with v running from −1/2 to 1/2. Summing over cells, and replacing the sum of f″ by its integral at this order,

F ≈ (1/24) ∫₀^∞ f″(u) du = −f′(0)/24 = 1/(24x²).

Thus, for B ≪ Bφ,

Δσ ≈ (G₀/24)(B/Bφ)².

The factor 1/24 is half of 1/12, the mean square distance from the centre of a unit cell. Landau quantization gathers a continuous band of diffusion modes onto its midpoint, and convexity makes that lower the Cooperon.

**5. The next term**

An integral form gives the corrections systematically. Use 1/a = ∫₀^∞ e^(−at) dt for each term of the sum and for the integrand. The two pieces needed are

Σ e^(−(n+1/2)t) = (1 − e^(−Nt))/(2 sinh(t/2))
∫₀ᴺ e^(−ut) du = (1 − e^(−Nt))/t.

The first is a finite geometric series. Subtract them, multiply by e^(−xt), integrate over t, and let N go to infinity:

F(x) = ∫₀^∞ e^(−xt) g(t) dt
g(t) = 1/t − 1/(2 sinh(t/2)).

The singular parts cancel at t = 0, so the limit is safe. For large x only small t matters. With z = t/2,

sinh z = z(1 + z²/6 + z⁴/120 + …)
1/sinh z = (1/z)[1 − z²/6 + (1/36 − 1/120)z⁴ − …]
= 1/z − z/6 + 7z³/360 − …

Halving this and restoring t gives

g(t) = t/24 − 7t³/5760 + …

Since ∫₀^∞ tᵐ e^(−xt) dt = m!/x^(m+1), the first term gives 1/(24x²) and the second gives 7 · 6/(5760x⁴) = 7/(960x⁴). Therefore

F(x) = 1/(24x²) − 7/(960x⁴) + 31/(8064x⁶) − …,

where the third coefficient comes from the same expansion carried one order further.

**6. A strict error bound**

An expansion alone does not say how large its error is. The partial-fraction form of 1/sinh z, built from its poles at z = iπk with residues (−1)ᵏ, gives

g(t) = 2t Σ (−1)^(k+1)/(t² + 4π²k²), k = 1, 2, 3, …

Setting t² to zero in the denominators gives t/24, because Σ(−1)^(k+1)/k² = π²/12. The difference is

t/24 − g(t) = 2t³ Σ (−1)^(k+1)/[4π²k²(t² + 4π²k²)].

This series alternates, its terms decrease in size, and the first is positive. Its sum is therefore positive. Setting t² to zero once more gives 7t³/5760, because Σ(−1)^(k+1)/k⁴ = 7π⁴/720. What remains is again alternating, decreasing and led by a positive term:

7t³/5760 − [t/24 − g(t)] = 2t⁵ Σ (−1)^(k+1)/[16π⁴k⁴(t² + 4π²k²)] > 0.

Multiplying by e^(−xt) and integrating yields

0 < 1/(24x²) − F(x) < 7/(960x⁴).

The quadratic law is thus always too large in this model. Its excess, relative to the quadratic value itself, is below (7/40)(B/Bφ)².

The full series is asymptotic and does not converge. The coefficient of t^(2m+1) in g falls roughly as (2π)^(−2m−2), while the integration supplies (2m+1)!. The factorial wins at any fixed x. At low field the first few terms are still accurate, and the bound controls the first.

**7. The same coefficient from the areas of loops**

Write the Cooperon as an integral over the duration s of closed paths. Without dephasing, the return density in the field is

P(s) = (b/2π) Σ e^(−2bD(n+1/2)s)
= (b/2π)/(2 sinh(bDs))
= (1/4πDs) · y/sinh y,

with y = bDs = 2eDBs/ħ. The factor 1/(4πDs) is ordinary diffusive return, and y/sinh y is the average of the interference phase factor. A loop of signed area A carries the phase 2eBA/ħ. Both signs of A are equally likely, so the linear term averages to zero and

1 − (1/2)(2eB/ħ)²⟨A²⟩ = 1 − y²/6.

Inserting y gives

⟨A²⟩ = D²s²/3.

This can be checked without a magnetic field. The position correlations of a closed random walk of 400 steps give ⟨A²⟩/(Ds)² = 0.3308. The polygon leaves out the area between each chord and the continuous path. That area has a mean square of order (Ds/400)² per step, hence of order (Ds)²/400 in total, which is the size of the shortfall from 1/3.

Weighting each loop by its survival factor e^(−s/τφ),

Δσ = G₀ ∫₀^∞ (ds/s) e^(−s/τφ)(1 − y/sinh y).

At low field the bracket is y²/6, so

Δσ ≈ (G₀/6)(2eDB/ħ)² ∫₀^∞ s e^(−s/τφ) ds
= (G₀/6)(2eDBτφ/ħ)²
= (G₀/6)(B/2Bφ)²
= (G₀/24)(B/Bφ)².

The law is quadratic because dephasing keeps the mean-square area finite. If τφ grows at fixed B, Bφ shrinks, the expansion fails, and another limit takes over.

**8. The opposite limit, and the elastic cutoff**

For Bφ ≪ B ≪ Be, x is small and ψ(1/2 + x) approaches ψ(1/2) = −γ − 2 ln 2, with γ Euler's constant. Then

Δσ ≈ G₀[ln(B/Bφ) − γ − 2 ln 2].

The field, rather than dephasing, now limits the contributing loops. The same G₀ multiplies a logarithm at high field and a parabola at low field.

The Hikami-Larkin-Nagaoka formula can also keep a second digamma term for the short-time cutoff:

Δσ/G₀ = F(Bφ/B) − F(Be/B).

Expanding both terms gives

Δσ ≈ (G₀/24)B²(1/Bφ² − 1/Be²).

For Bφ/B = 5 and Be/B = 10, the full difference is 0.001239 and this law gives 0.001250. The gap is what the quartic terms supply. When τ ≪ τφ the elastic term is tiny. Other departures from diffusion, of relative order τ/τφ, are then larger and are not contained in it.

**9. A check that assumes no Landau levels**

The Cooperon equation can be put on a square lattice of spacing a, with the field entering as phases on the bonds. Let each cell hold 1/q of the flux quantum h/(2e). Then ba² = 2π/q, and holding x = 2 fixes (a/Lφ)² = 8π/q. Diagonalizing the lattice operator gives C(r,r) in the field. Subtracting this from the zero-field value and multiplying by 4πD gives

q = 600: F = 0.009847
q = 1200: F = 0.009928.

The leading lattice error is proportional to (a/Lφ)², hence to 1/q. Removing it gives 2 × 0.009928 − 0.009847 = 0.010009. The digamma formula also gives 0.010009, while the quadratic law alone gives 0.010417. The lattice result therefore confirms the correction as well as the leading term.

**10. A silicon inversion layer**

Consider electrons at a silicon (100) surface, with rough typical inputs: density n = 4.0 × 10¹² cm⁻², mobility μ = 2000 cm²/Vs, mass m = 0.19 electron masses, two valleys, temperature 2 K and τφ = 30 ps.

Assume that only the lowest subband is occupied. With two spins and two valleys, k_F² = πn, so E_F = πħ²n/(2m) = 25.2 meV. A simple Hartree estimate puts the next subband about 23 to 27 meV above the lowest for depletion charges of 1 to 2 × 10¹¹ cm⁻², which is comparable with E_F. The Hartree estimate omits exchange, and adding a local exchange term raises the spacing to roughly 35 to 38 meV, so the margin depends on the approximation and should be checked for a real layer. The thermal energy is 0.172 meV, so the electrons are degenerate. The elastic time is τ = μm/e = 0.216 ps, and k_F l = 16.5. Since E_F = mv_F²/2,

D = v_F²τ/2 = μE_F/e = 2000 × 0.0252 = 50.4 cm²/s.

Then

Lφ = √(50.4 cm²/s × 30 ps) = 389 nm
Bφ = ħ/(4eLφ²) = 1.09 mT
Be = 151 mT.

At B = 0.20 mT, B/Bφ = 0.184. With G₀ = 12.33 μS,

Δσ ≈ 12.33 μS × 0.184²/24 = 17.4 nS.

The digamma formula gives 17.25 nS, and so does direct integration over loop durations. The sheet resistance is R = 1/(neμ) = 780 Ω, where the zero-field localization correction of a few percent is neglected. The classical product μB is only 4 × 10⁻⁵, so the resistance is very nearly 1/σ and

ΔR ≈ −R²Δσ = −(780 Ω)² × 17.25 nS = −10.5 mΩ.

Because R enters squared, including the zero-field localization correction matters. With a single valley channel it raises R to about 819 Ω and changes this to −11.6 mΩ; slower valley mixing makes it larger (section 12).

**11. Measuring the coherence length**

Insert Bφ into the quadratic law:

K = Δσ/B² = G₀/(24Bφ²)
= (e²/2π²ħ)(1/24)(16e²Lφ⁴/ħ²)
= e⁴Lφ⁴/(3π²ħ³).

Here K = 0.434 μS/mT². Inversion gives

Lφ = (3π²ħ³K/e⁴)^(1/4).

This form does not depend on how the characteristic field is named. If one uses B₁ = ħ/(eLφ²) = 4Bφ instead, the coefficient becomes 16/24 = 2/3, with the same physical curvature. The number 1/24 belongs to Bφ as defined here.

The fourth root makes the length forgiving: a small relative error in K causes a quarter of that error in Lφ. Using the quadratic law at too high a field still biases the result. If Lφ is extracted from Δσ/B² at one field, the ratio of extracted to true length is:

B/Bφ = 0.2: 0.998
B/Bφ = 0.5: 0.990
B/Bφ = 1.0: 0.967
B/Bφ = 2.0: 0.913

The length comes out too small because the true curve bends below the parabola. The conductance change Δσ itself falls 1% below its quadratic value at B = 0.243Bφ, which is 0.26 mT here. Beyond that, fitting the digamma function is the better course, as long as B ≪ Be. It still assumes diffusive motion: for isotropic scattering and the values used here, it overestimates Δσ by about 7% at B = Bφ and 11% at B = 10Bφ.

**12. What the model leaves out**

The inputs are meant as ordinary values for such a layer, not as data from one device. The least certain is τφ. An estimate from electrical noise in the layer (Nyquist dephasing) is

1/τφ = (k_BT/ħ) r ln(1/2r), r = e²R/(2πħ),

which gives 45 ps, the same order as the 30 ps chosen. With D held fixed, K varies as τφ², so replacing 30 ps by 45 ps would multiply the curvature by 2.25.

Real silicon layers can also break the assumption of fast valley mixing. If the valleys do not mix within τφ, each contributes separately and Δσ at 0.20 mT doubles to 34.5 nS. Reading that curvature with the single-channel formula would overestimate Lφ by a factor 2^(1/4), about 1.19.

The other omissions are smaller. Relative to the quadratic term:

- Electron-electron interaction in the Cooper channel (the Maki-Thompson correction) reduces the rise. For repulsion, the estimate π²/[6 ln²(E_F/k_BT)] puts its size at no more than about 7%.
- Departures from diffusion scale as τ/τφ, which is 0.7% here, but with a large coefficient, about 8.5 here and drifting from 7 to 9 as τ/τφ falls from 0.03 to 0.004. For isotropic scattering, the finite length of the straight path segments lowers the quadratic term by about 6%.
- Rashba spin relaxation, with a rough coupling of 10⁻¹⁴ eV m, has τφ/τ_s ≈ 4 × 10⁻⁴, where τ_s is the spin relaxation time. This is a ratio of rates, not the change of the curvature: for a coupling linear in k the first-order effect cancels, and Δσ changes by only about 6 × 10⁻⁷ of itself.
- The classical term −σ₀(μB)², with σ₀ the Drude conductance, is 1.2 × 10⁻⁴ in size. Both terms are quadratic, so this ratio does not depend on field in the low-field range.
- The elastic digamma term is 5 × 10⁻⁵, and the Zeeman scale (2μ_B B/k_BT)², with μ_B the Bohr magneton, is about 10⁻⁵ of (B/Bφ)²/24.

The zero-field localization correction G₀ ln(τφ/τ) is 4.7% of the Drude conductance, or about 4% when the short paths are treated beyond diffusion. This counts one valley channel. If the second channel survives for a time τ* between τ and τφ, it adds G₀ ln(τ*/τ): for τ* = 10τ the total is about 7%, while the curvature changes by only 0.5%, and without mixing it is 9.5%. A correction of this size supports stopping at leading order here. That support weakens as k_F l approaches one.

Spin-orbit scattering would matter most in a heavier material. Once τ_s is comparable with τφ, the spin-triplet part of the Cooperon is suppressed, while the singlet part, which enters with the opposite sign, survives. The low-field magnetoconductance can then turn negative, and the coefficient derived here no longer applies.

The values of the diffusive model are collected in the numerical output below; the subband spacing and the estimates beyond diffusion are not part of it. Its table gives the excess of the quadratic law as a percentage of F, whereas the bound in section 6 is relative to the quadratic value.

Table of computed values

```
series coefficients of x^-2, x^-4, x^-6: 1/24 -7/960 31/8064
x^2 F(x) at x=1000: 0.04166666; 1/24 = 0.04166667
F(1): Landau sum 0.03648997, digamma 0.03648997
loop area <A^2>/(D s)^2, 400 steps: 0.33084
lattice F(2), q=600: 0.009847; q=1200: 0.009928
lattice F(2) extrapolated: 0.010009
digamma F(2): 0.010009; quadratic law: 0.010417
elastic term kept, x=5 and 10: sum 0.001239, law 0.001250
B/Bphi | F | quadratic | excess of quadratic % | fitted Lphi/Lphi
0.1 | 0.000416 | 0.000417 | 0.17 | 0.9996
0.2 | 0.001655 | 0.001667 | 0.69 | 0.9983
0.5 | 0.010009 | 0.010417 | 4.07 | 0.9901
1.0 | 0.036490 | 0.041667 | 14.19 | 0.9674
2.0 | 0.115932 | 0.166667 | 43.76 | 0.9132
F falls 1% below quadratic at B/Bphi = 0.2426
input density: 4.0e+12 cm^-2
input mobility: 2000 cm2/Vs
input mass ratio: 0.19; valleys: 2
input temperature: 2.0 K
input dephasing time: 30 ps
Nyquist estimate of dephasing time: 45 ps
elastic time: 0.216 ps
mean free path: 46.7 nm; kF*l: 16.5
diffusion constant: 50.4 cm2/s
Lphi: 388.8 nm
Bphi: 1.0884 mT; Be: 151.1 mT
G0: 12.3315 uS
sheet conductance: 1281.7 uS; resistance: 780.2 ohm
curvature K: 0.4338 uS/mT^2
field of example: 0.20 mT; B/Bphi: 0.1838
dsigma quadratic: 17.351 nS
dsigma digamma: 17.250 nS
dsigma loop integral: 17.250 nS
resistance change: -10.500 mohm
1% limit of quadratic law: 0.2641 mT
neglected effects, relative to the quadratic term:
  classical magnetoconductance: 1.2e-04
  elastic digamma term (Bphi/Be)^2: 5.2e-05
  beyond diffusion, order tau/tau_phi: 7.2e-03
  Zeeman scale: 1.3e-05
  Rashba (rough 1e-14 eV m) tau_phi/tau_s: 3.8e-04
  Maki-Thompson, upper size: 0.066
  zero-field localization / Drude: 0.047
Fermi energy: 25.2 meV; kT: 0.172 meV
dsigma if valleys do not mix: 34.500 nS
```
